# Gate-screened repulsion of two electrons at a silicon–oxide interface, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: a row of image charges

Two electrons sit 100 nm apart at the interface between thick silicon and thick silicon dioxide. Their repulsion energy is 1846 µeV. Now let the oxide be only 5 nm thick and cover it with a grounded metal plane. At the same separation the energy is 48.0 µeV. The dependence on distance changes as well. Without the gate, moving the electrons from 100 to 200 nm halves the energy, to 923 µeV. With the gate, the same move divides it by 7.2, to 6.63 µeV. An inverse cube would give a factor of eight. Both the cube and the shortfall from eight need an explanation.

**The model.** The interface is the plane $z=0$. Silicon, of relative permittivity $\varepsilon_s$, fills $z>0$. The oxide, of relative permittivity $\varepsilon_{ox}$, fills $-d<z<0$. The plane $z=-d$ is the surface of an unbroken, perfectly conducting gate. The silicon contains no mobile charge besides the two electrons and is much thicker than their separation $r$. Both dielectrics respond linearly. In this half the electrons are points on the interface itself. Two combinations of the permittivities will recur:

$$
\kappa=\frac{\varepsilon_s}{\varepsilon_{ox}},\qquad
b=\frac{\varepsilon_s-\varepsilon_{ox}}{\varepsilon_s+\varepsilon_{ox}}=\frac{\kappa-1}{\kappa+1}.
$$

The example has $d=5.0$ nm, $\varepsilon_s=11.7$ and $\varepsilon_{ox}=3.9$, so that $\kappa=3$ and $b=1/2$.

**From potential to energy.** Let $G(r)$ be the potential at one point of the interface when a unit positive charge sits at another, a distance $r$ away, with the gate grounded. It includes the effect of the charge induced on the gate. For charges $Q_1$ and $Q_2$ the electrostatic energy is half the sum of each free charge times the potential where it sits. The gate charge contributes nothing, because its potential is zero. The terms that contain both charges are

$$
\tfrac12 Q_1\,[Q_2G(r)]+\tfrac12 Q_2\,[Q_1G(r)]=Q_1Q_2\,G(r).
$$

Each electron has charge $-e$, with $e>0$, so the interaction energy is

$$
U(r)=e^2G(r).
$$

No extra factor of one half appears. Such a factor belongs to the energy of a charge in its own image. That self-energy does not depend on $r$ in this geometry and is left out of $U$. A steady gate bias does not alter $U$ either: by linearity it adds an external potential that each electron feels independently of the other. "Grounded" therefore means held at a fixed potential.

**Constructing the potential.** Let $\rho$ be the distance from the vertical line through the unit charge. In silicon, try a sum of point-charge potentials whose sources lie at $z=-2nd$:

$$
\phi_s=K\sum_{n=0}^{\infty}\frac{c_n}{\sqrt{\rho^2+(z+2nd)^2}} .
$$

In the oxide, try pairs of opposite sources at $z=2nd$ and $z=-2(n+1)d$:

$$
\phi_{ox}=K\sum_{n=0}^{\infty}a_n\left[\frac{1}{\sqrt{\rho^2+(z-2nd)^2}}-\frac{1}{\sqrt{\rho^2+(z+2(n+1)d)^2}}\right].
$$

None of these sources lies inside the region where its potential is used, apart from the real charge on the boundary, so Laplace's equation holds in each region. At the gate, $z=-d$, both square roots in a pair contain $(2n+1)^2d^2$. Each pair cancels there, and the gate is at zero potential for any choice of $a_n$.

The two conditions at the interface fix the coefficients. Write

$$
S_n=\frac{1}{\sqrt{\rho^2+4n^2d^2}},\qquad D_n=\frac{2nd}{(\rho^2+4n^2d^2)^{3/2}} .
$$

Continuity of the potential at $z=0$ requires

$$
\sum_{n\ge0}c_nS_n=\sum_{n\ge0}a_n(S_n-S_{n+1}).
$$

This holds for every $\rho$ if the coefficients of each $S_n$ agree:

$$
c_0=a_0,\qquad c_n=a_n-a_{n-1}\quad(n\ge1).
$$

The normal displacement must also be continuous away from the charge, which means $\varepsilon_s\partial_z\phi_s=\varepsilon_{ox}\partial_z\phi_{ox}$ at $z=0$. A source at $z=-2nd$ gives the slope $-D_n$, and a source at $z=+2nd$ gives $+D_n$. The second member of each oxide pair lies at $z=-2(n+1)d$ and carries a minus sign, so it contributes $+D_{n+1}$. Hence

$$
-\varepsilon_s\sum_{n\ge0}c_nD_n=\varepsilon_{ox}\sum_{n\ge0}a_n(D_n+D_{n+1}).
$$

Since $D_0=0$, the coefficients need to match for $n\ge1$:

$$
-\varepsilon_s(a_n-a_{n-1})=\varepsilon_{ox}(a_n+a_{n-1}).
$$

Collecting $a_n$ on one side gives $(\varepsilon_s+\varepsilon_{ox})a_n=(\varepsilon_s-\varepsilon_{ox})a_{n-1}$, that is, $a_n=b\,a_{n-1}$. With the choice $a_0=1$,

$$
a_n=b^n,\qquad c_0=1,\qquad c_n=b^n-b^{n-1}=-(1-b)b^{n-1}\quad(n\ge1).
$$

The constant $K$ follows from Gauss's law. Close to the charge, both potentials behave as $K$ divided by the distance. A small sphere around the charge has half its area, $2\pi$ in solid angle, in each medium. The displacement flux is therefore $2\pi K\varepsilon_0(\varepsilon_s+\varepsilon_{ox})$, and it must equal one for a unit charge:

$$
K=\frac{1}{2\pi\varepsilon_0(\varepsilon_s+\varepsilon_{ox})}.
$$

The sums converge because $|b|<1$. The solution is also the correct one. The difference $u$ of two solutions has no source, vanishes at the gate and falls at least as fast as the inverse distance $R$. The integral of $\varepsilon|\nabla u|^2$ then equals a surface term of order $R^{-1}R^{-2}R^2$, which tends to zero. So $u=0$.

Setting $z=0$ and $\rho=r$ gives the energy at every separation:

$$
U(r)=\frac{e^2}{2\pi\varepsilon_0(\varepsilon_s+\varepsilon_{ox})}
\left[\frac1r-\sum_{n=1}^{\infty}\frac{p_n}{\sqrt{r^2+4n^2d^2}}\right],
\qquad p_n=(1-b)b^{n-1}.
$$

**Why the slow terms vanish.** The geometric series gives $\sum p_n=1$. Seen from far away in silicon, the charge and its images add up to zero, so the $1/r$ terms cancel. The images lie on a vertical line, and together with the charge they form a vertical dipole. The potential of such a dipole is zero in the horizontal plane through it, which is where the second electron sits. No $1/r^2$ term arises, and the first term that can survive is $1/r^3$.

To obtain it with a controlled error, consider $f(u)=(1+u)^{-1/2}$ for $u\ge0$. Its second derivative, $\tfrac34(1+u)^{-5/2}$, lies between 0 and $\tfrac34$. Integrating twice from $u=0$, where $f=1$ and $f'=-\tfrac12$, gives

$$
1-\frac u2\le f(u)\le1-\frac u2+\frac{3u^2}{8}.
$$

Put $u=4n^2d^2/r^2$ and divide by $r$. Then

$$
\frac{2n^2d^2}{r^3}-\frac{6n^4d^4}{r^5}\le
\frac1r-\frac1{\sqrt{r^2+4n^2d^2}}\le\frac{2n^2d^2}{r^3}.
$$

Because $\sum p_n=1$, the bracket in $U$ is the sum of $p_n$ times the middle expression. Two averages are needed, $\langle n^2\rangle=\sum p_nn^2$ and $\langle n^4\rangle=\sum p_nn^4$.

Differentiating the geometric series $k$ times gives

$$
\langle n(n+1)\cdots(n+k-1)\rangle=\frac{k!}{(1-b)^k}=k!\,s^k,\qquad s=\frac1{1-b}=\frac{\kappa+1}{2}.
$$

From $n^2=n(n+1)-n$,

$$
\langle n^2\rangle=2s^2-s=s(2s-1)=\frac{\kappa(\kappa+1)}2 .
$$

For the fourth power, multiplying out confirms that

$$
n^4=n(n+1)(n+2)(n+3)-6n(n+1)(n+2)+7n(n+1)-n .
$$

Therefore

$$
\begin{aligned}
\langle n^4\rangle&=s\,(24s^3-36s^2+14s-1)\\
&=\frac{\kappa+1}{2}\left[3(\kappa+1)^3-9(\kappa+1)^2+7(\kappa+1)-1\right]\\
&=\frac{\kappa(\kappa+1)}{2}\,(3\kappa^2-2).
\end{aligned}
$$

In the last step the $\kappa^2$ terms and the constants in the bracket cancel, which leaves $3\kappa^3-2\kappa$.

The leading energy is the prefactor of $U$ times $2d^2\langle n^2\rangle/r^3=\kappa(\kappa+1)d^2/r^3$. Since $\varepsilon_s+\varepsilon_{ox}=\varepsilon_{ox}(\kappa+1)$, the factor $\kappa+1$ drops out:

$$
\boxed{U_{far}(r)=\frac{e^2\kappa d^2}{2\pi\varepsilon_0\varepsilon_{ox}r^3}
=\frac{e^2\varepsilon_s d^2}{2\pi\varepsilon_0\varepsilon_{ox}^2r^3}}
$$

This is the inverse cube of the separation and the square of the oxide thickness. For equal permittivities, $b=0$ and one image remains, at depth $2d$ behind the charge.

**How far is distant?** If $\kappa\ge1$, all $p_n$ are non-negative and the inequalities can be summed term by term. The correction relative to the leading term is $3\langle n^4\rangle d^2/(\langle n^2\rangle r^2)$, so

$$
U_{far}\left[1-(9\kappa^2-6)\frac{d^2}{r^2}\right]\le U\le U_{far}.
$$

If $\kappa<1$, the weights $p_n$ alternate in sign and these bounds no longer follow. The far law still holds, because $\sum|p_n|n^4$ converges and the error remains of order $r^{-5}$.

For large $\kappa$ the correction is close to $(3\kappa d/r)^2$. The condition for the law is therefore $r\gg\kappa d$, which is stricter than $r\gg d$ when the silicon has the larger permittivity. In the example $\kappa d=15.0$ nm and $9\kappa^2-6=75$. The law is certain to lie within 10 percent, relative to its own value, when

$$
r\ge d\sqrt{75/0.1}=137\ \text{nm}.
$$

At 100 nm, with $e^2/4\pi\varepsilon_0=1.43996$ eV nm,

$$
U_{far}=\frac{2(1.43996)(11.7)(5.0)^2}{(3.9)^2(100)^3}\ \text{eV}=55.4\ \text{µeV}.
$$

The comparison with the full series is as follows.

| $r$ (nm) | far law (µeV) | full series (µeV) | ratio |
|---:|---:|---:|---:|
| 50 | 443 | 300 | 0.676 |
| 100 | 55.4 | 48.0 | 0.867 |
| 200 | 6.92 | 6.63 | 0.958 |
| 400 | 0.865 | 0.856 | 0.989 |

The shortfall from a factor of eight is now accounted for. The full energy lies below the cube law by a fraction that is larger at 100 nm than at 200 nm, so the drop between them is $8\times0.867/0.958=7.2$.

**Close electrons and thick oxides.** For $\kappa\ge1$ the sum over images is at most $\sum p_n/(2nd)\le1/(2d)$. Hence, for $r\ll d$,

$$
U\simeq\frac{e^2}{2\pi\varepsilon_0(\varepsilon_s+\varepsilon_{ox})r},
$$

with a relative error of at most $r/2d$. This is the energy without a gate. For the same permittivity ratios, $\kappa\ge1$, every image term is subtracted and shrinks as $d$ grows at fixed $r$, so $U$ rises steadily towards this limit and cannot exceed it. The growth as $d^2$ then belongs to the range $\kappa d\ll r$ and must flatten outside it.

## Second derivation: long waves and a displaced ground plane

The geometry is the same: silicon in $z>0$ with permittivity $\varepsilon_s$, oxide of thickness $d$ and permittivity $\varepsilon_{ox}$, and a grounded gate at $z=-d$. As before, $\kappa=\varepsilon_s/\varepsilon_{ox}$, and the interaction is $U=e^2G$, where $G$ is the potential at one electron's place due to a unit charge at the other's. The first half found, for electrons on the interface, $U_{far}=e^2\varepsilon_sd^2/(2\pi\varepsilon_0\varepsilon_{ox}^2r^3)$, with a first relative correction of $-(9\kappa^2-6)d^2/r^2$. The derivation below does not use the image series. It also lets the electrons lie at depths $z_1$ and $z_2$ inside the silicon.

**One wave at a time.** Resolve the potential into waves along the interface:

$$
G(\mathbf r,z)=\int\frac{d^2q}{(2\pi)^2}\,e^{i\mathbf q\cdot\mathbf r}\,G_q(z).
$$

For a unit charge at depth $z_1$, Poisson's equation in silicon becomes

$$
G_q''-q^2G_q=-\frac{1}{\varepsilon_0\varepsilon_s}\,\delta(z-z_1).
$$

The solution that decays into the silicon is

$$
G_q(z)=\frac{1}{2\varepsilon_0\varepsilon_sq}\left[e^{-q|z-z_1|}+R\,e^{-q(z+z_1)}\right].
$$

The slope of the first term jumps by $-2q$ times the prefactor, as the source requires. The second term is the reflected wave. In the oxide, the solution that vanishes at the gate is $A\sinh q(z+d)$.

Let $N=e^{-qz_1}/(2\varepsilon_0\varepsilon_sq)$. Continuity of potential and of normal displacement at $z=0$ gives

$$
N(1+R)=A\sinh qd,\qquad \varepsilon_sqN(1-R)=\varepsilon_{ox}qA\cosh qd .
$$

Dividing the second equation by the first eliminates $A$ and $N$:

$$
\varepsilon_s(1-R)=\varepsilon_{ox}(1+R)\coth qd .
$$

Solving for $R$ and writing $T=\kappa\tanh qd$,

$$
R=\frac{\varepsilon_s-\varepsilon_{ox}\coth qd}{\varepsilon_s+\varepsilon_{ox}\coth qd}=-\frac{1-T}{1+T}.
$$

This was compared with a finite-difference solution of Poisson's equation for the example's layers, at wave numbers from 0.02 to 1 nm⁻¹ and depths from 0 to 3 nm. The largest relative difference was $5.0\times10^{-5}$.

The image charges have given the energy at every separation for electrons on the interface, with its inverse-cube far law, and the second derivation has found how the oxide and gate reflect each wave. What remains is to take the long-wave limit, recover the far law for electrons at any depth, and see how it fares for extended electron states and real devices.

Numerical values quoted here were computed with a short program.
